\section*{Why a band inversion need not make a topological insulator, part 1}

(Sections cited here and not found follow in the second part.)

\section{Two models with the same inversion}

In the first of the two lattice models below, the orbital that normally forms the conduction band carries a weight of $0.9789$ in the occupied states at $\Gamma$ and of at most $0.0211$ at the other seven time-reversal-invariant momenta. In the second model the same weights are $1.0000$ and $0.0000$. A plot of bands coloured by orbital character shows one inversion, at $\Gamma$, in both. The strong $\mathbb{Z}_2$ index computed from Wilson loops is nevertheless $\nu_0=0$ for the first model and $\nu_0=1$ for the second, and a slab of the first has a gap of $0.600$ eV where a slab of the second has none.

Both models live on a simple cubic lattice with lattice constant $a=1$, with two orbitals (Pauli matrices $\tau$) and spin (Pauli matrices $\sigma$) on each site, at half filling. Electrons are independent or treated in mean field throughout. Energies are in eV and all parameters are round model values. With $s_i=\sin k_i$ and
\begin{equation}
M(\mathbf k)=m+\sum_{i}B_i\,(1-\cos k_i),
\end{equation}
the two Bloch Hamiltonians are
\begin{align}
H_{\rm eq}&=M\tau_z+\Delta\,\tau_x+\lambda\,\tau_y\,(\sigma_x s_ys_z+\sigma_y s_zs_x+\sigma_z s_xs_y),\label{eq:Heq}\\
H_{\rm op}&=M\tau_z+\sum_i A_i s_i\,\tau_x\sigma_i .\label{eq:Hop}
\end{align}
The orbital with $\tau_z=+1$ is called the upper orbital, since it is empty where $M>0$. The comparison uses $m=-1$, $B_i=1$, $A_i=A=1$, $\Delta=0.3$, $\lambda=1$. The invariant momenta are $\Gamma_{\mathbf n}=\pi(n_x,n_y,n_z)$ with $n_i\in\{0,1\}$, where $M=m+2\sum_iB_in_i$ takes the values $-1$ at $\Gamma$, $1$ at the three $X$ points, $3$ at the three zone-edge points and $5$ at the zone corner.

Time reversal is $T=i\sigma_yK$ with $K$ complex conjugation, so $T^2=-1$, and symmetry means $TH(\mathbf k)T^{-1}=H(-\mathbf k)$. Inversion means $PH(\mathbf k)P=H(-\mathbf k)$. If the two orbitals have equal parity, $P=1$ (replacing $P$ by $-P$ reverses every parity eigenvalue and the sign of the invariant $\kappa$ defined later, but leaves the allowed matrices and the $\mathbb Z_2$ indices unchanged, since the indices involve an even number of momenta); if they have opposite parity, $P=\tau_z$. The product $\Theta=PT$ leaves $\mathbf k$ fixed, so $H(\mathbf k)$ is a real combination of those $\tau_a\sigma_b$ that commute with $\Theta$. Under $T$ each $\sigma_i$ changes sign and so does the imaginary matrix $\tau_y$. For $P=1$ the survivors are therefore $1,\tau_x,\tau_z,\tau_y\sigma_i$. For $P=\tau_z$ the matrices $\tau_x,\tau_y$ acquire one more sign, and the survivors are $1,\tau_z,\tau_y,\tau_x\sigma_i$. In each case the five non-trivial matrices $\gamma_a$ anticommute in pairs and square to one, so $H=\sum_a d_a\gamma_a$ obeys $H^2=|\mathbf d|^2$ and has the doubly degenerate levels $\pm E$, $E=|\mathbf d|$; a multiple of the identity shifts both and leaves the states alone. The condition on $P$ then fixes the parity of each coefficient. For $P=1$ all five $d_a(\mathbf k)$ are even. For $P=\tau_z$ only the coefficient of $\tau_z$ is even; the other four are odd and periodic, and so vanish at every $\Gamma_{\mathbf n}$. Equation \eqref{eq:Heq} is of the first kind and \eqref{eq:Hop} of the second. The numerical check, in which $\Delta$ and $\lambda$ are called D and L, checks this enumeration and supplies every number quoted.

\section{The equal-parity model is an atomic insulator}

The projector on the occupied states is $\Pi=\tfrac12(1-H/E)$, because $H/E=\mp1$ on occupied and empty states. The weight of the upper orbital, averaged over the two occupied states, is
\begin{equation}
w=\tfrac12\operatorname{Tr}\Big[\Pi\,\frac{1+\tau_z}{2}\Big]
=\tfrac18\operatorname{Tr}\Big[\Big(1-\frac HE\Big)(1+\tau_z)\Big]
=\tfrac18\Big(4-\frac{4M}{E}\Big)=\tfrac12\Big(1-\frac ME\Big),
\end{equation}
where $\operatorname{Tr}\gamma_a=0$ and $\operatorname{Tr}\gamma_a\gamma_b=4\delta_{ab}$ were used. At invariant momenta the sines vanish. For $H_{\rm eq}$ at $\Gamma$, $E=\sqrt{1+0.3^2}=1.0440$ eV and $w=\tfrac12(1+1/1.0440)=0.9789$; at $X$ the sign of $M$ is reversed and $w=1-0.9789=0.0211$; the remaining points give $0.0025$ and $0.0009$. For $H_{\rm op}$, $E=|M|$ and $w$ is exactly $1$ or $0$. Let $N$ be the number of invariant momenta with $w>\tfrac12$. Both models have $N=1$.

The term $\Delta\tau_x$ is constant, so $E\ge\Delta$ everywhere and the direct gap is at least $2\Delta$. The bound is reached at $\mathbf k=(\pi/2,0,0)$, where $M=-1+1=0$ and all products $s_is_j$ vanish; the gap is $0.600$ eV. The bound does not depend on $m$, $B_i$ or $\lambda$, and this has two consequences. First, $m$ can be swept from $+1$ (no inversion) to $-1$ without closing the gap. At $\Gamma$ the gap is $2\sqrt{m^2+\Delta^2}$, with minimum $0.600$ eV, and $w$ passes smoothly through $\tfrac12$. In $H_{\rm op}$ the same sweep gives $2|m|$, which reaches $0.000$ eV. Second, $B_i\to tB_i$, $\lambda\to t\lambda$ with $t$ running from $1$ to $0$ keeps $T$, $P$ and the gap (smallest sampled value $0.600$ eV) and ends at $-\tau_z+\Delta\tau_x$, which has no hopping. The model is continuously connected to a crystal of decoupled atoms, so every invariant of gapped symmetric deformations takes its atomic value.

The same algebra holds in a slab. Write $H_{\rm eq}=X+\Delta\tau_x$. Every term of $X$ contains $\tau_z$ or $\tau_y$ and anticommutes with $\tau_x$. Cutting the crystal removes hoppings between layers and does not touch this matrix structure, so $H^2=X^2+\Delta^2\ge\Delta^2$, and no surface level lies within $\pm\Delta$. The (001) slab of 16 layers has a gap of $0.600$ eV.

The bound $2\Delta$, in the bulk and in the slab, relies on the constant term $\Delta\tau_x$, but the connection to decoupled atoms does not depend on the particular terms chosen in \eqref{eq:Heq}. Any gapped four-band model with $P=1$ can be scaled to $E=1$, which gives a smooth map $\hat{\mathbf d}$ from the three-dimensional zone to the sphere $S^4$. A smooth image of a three-dimensional set has zero four-dimensional volume, so some unit vector $-\mathbf u$ is never reached. The vector $(1-t)\hat{\mathbf d}+t\mathbf u$ could vanish only if its two parts had equal length and opposite direction, that is $t=\tfrac12$ and $\hat{\mathbf d}=-\mathbf u$, which is excluded. It is even in $\mathbf k$ for all $t$ and constant at $t=1$. For $P=\tau_z$ a constant end point must have no odd components, so $\mathbf u$ must be one of the two poles $\pm\mathbf e_{\tau_z}$; at invariant momenta $\hat{\mathbf d}=\operatorname{sgn}(M)\,\mathbf e_{\tau_z}$, and if $M$ takes both signs there, both poles are reached and the contraction is blocked.

\section{The index}

Let $2p$ bands be occupied and separated from the rest by a direct gap at every $\mathbf k$, with projector $\Pi(\mathbf k)$ on the cell-periodic states. For a reciprocal vector $\mathbf G$ set $V_{\mathbf G}=e^{i\mathbf G\cdot\mathbf r}$. Then $V_{\mathbf G}\Pi(\mathbf k)V_{\mathbf G}^\dagger=\Pi(\mathbf k-\mathbf G)$, and $PV_{\mathbf G}P=TV_{\mathbf G}T^{-1}=V_{\mathbf G}^\dagger$, since $P$ reverses $\mathbf r$ and $T$ conjugates $i$; hence $\Theta$ commutes with $V_{\mathbf G}$. In the models here all orbitals sit on lattice points and $V_{\mathbf G}=1$. For a straight path from $\mathbf a$ to $\mathbf b$ cut into $R$ steps define
\begin{equation}
L_{\mathbf a\to\mathbf b}=\lim_{R\to\infty}\Pi(\mathbf k_R)\cdots\Pi(\mathbf k_1)\Pi(\mathbf k_0).
\end{equation}
Each step loses norm of order $R^{-2}$, so the limit maps the occupied space at $\mathbf a$ unitarily onto that at $\mathbf b$. Reversing the order of the factors gives $L_{\mathbf b\to\mathbf a}=L_{\mathbf a\to\mathbf b}^\dagger$. If a unitary or antiunitary $S$ obeys $S\Pi(\mathbf k)S^{-1}=\Pi(f(\mathbf k))$, inserting $S^{-1}S$ between the factors gives the covariance rule $SL_{\mathbf a\to\mathbf b}S^{-1}=L_{f(\mathbf a)\to f(\mathbf b)}$.

Take a plane $k_3=0$ or $\pi$, which $T$ maps to itself up to a reciprocal vector. The Wilson loop along $k_1$ from the base point $\mathbf a=(0,k_2,k_3)$ is $W(k_2)=V_{\mathbf G}L_{\mathbf a\to\mathbf a+\mathbf G}$ with $\mathbf G=2\pi\mathbf e_1$. It is unitary on the occupied space at $\mathbf a$, with eigenvalues $e^{2\pi ix_j(k_2)}$. The $x_j$, defined modulo $1$, are called hybrid Wannier centres; only their definition as eigenphases is used.

At $k_2=0,\pi$ the base point is invariant, $2\mathbf a$ is a reciprocal vector, and $T_{\mathbf a}=TV_{2\mathbf a}$ maps $\mathbf k\to\mathbf k-2\mathbf a\to2\mathbf a-\mathbf k$. It satisfies $T_{\mathbf a}^2=T^2\,(T^{-1}V_{2\mathbf a}T)V_{2\mathbf a}=-1$. By covariance, used once for $T_{\mathbf a}$ and once for $V_{\mathbf G}$,
\begin{equation}
T_{\mathbf a}WT_{\mathbf a}^{-1}=V_{\mathbf G}^\dagger L_{\mathbf a\to\mathbf a-\mathbf G}
=V_{\mathbf G}^\dagger\big(V_{\mathbf G}L_{\mathbf a+\mathbf G\to\mathbf a}V_{\mathbf G}^\dagger\big)=W^{-1}.
\end{equation}
If $W\psi=\ell\psi$, then $W^{-1}T_{\mathbf a}\psi=\ell^*T_{\mathbf a}\psi$, so $WT_{\mathbf a}\psi=\ell\,T_{\mathbf a}\psi$ because $|\ell|=1$. Each eigenspace is thus invariant under an antiunitary operator squaring to $-1$ and has even dimension: the centres form Kramers pairs at $k_2=0$ and $\pi$.

The index $\nu$ of the plane is the parity of the number of times the centres cross a line $x=x_0$ (mod $1$) as $k_2$ runs from $0$ to $\pi$. Follow each $x_j$ continuously as a real number. Upward minus downward crossings, which have the same parity as all crossings, number
\begin{equation}
C=\sum_j\big(\lfloor x_j(\pi)-x_0\rfloor-\lfloor x_j(0)-x_0\rfloor\big).
\end{equation}
Write each integer part as $x_j-x_0$ minus its fractional part. At the two ends the fractional parts are equal in pairs, with values $f_\alpha$, $\alpha=1,\dots,p$, and $e^{2\pi if_\alpha}=\ell_\alpha e^{-2\pi ix_0}$. With $\Delta S=\sum_j[x_j(\pi)-x_j(0)]$ this gives $C=\Delta S-2\sum_\alpha f_\alpha(\pi)+2\sum_\alpha f_\alpha(0)$, and the factors $e^{-2\pi ipx_0}$ cancel between the ends:
\begin{equation}
(-1)^\nu=e^{i\pi C}=e^{i\pi\Delta S}\,\frac{\Lambda(0)}{\Lambda(\pi)},\qquad \Lambda=\prod_{\alpha=1}^{p}\ell_\alpha ,
\label{eq:nu}
\end{equation}
where $\Lambda$ takes one eigenvalue from each Kramers pair. The right side does not contain $x_0$, varies continuously while the gap is open and $T$ is kept, and equals $\pm1$; it is therefore invariant. For a Hamiltonian without hopping $\Pi$ is constant, $W$ does not depend on $k_2$, and $\nu=0$. In three dimensions one defines $\nu_i=\nu(k_i=\pi)$ and $\nu_0=\nu(k_i=0)+\nu(k_i=\pi)$ mod $2$, written $(\nu_0;\nu_x\nu_y\nu_z)$.

In the plane $k_z=0$ of the equal-parity model the two centres start at $0$, move apart by up to $0.323\,a$ each, and return to $0$ at the other end. The spin-orbit term produces a sizeable flow, but the line $x_0=\tfrac12$ is never crossed. All six planes give $\nu=0$, so the indices are $(0;000)$, as the deformation to decoupled atoms requires. For $H_{\rm op}$ with the same $M(\mathbf k)$ they are $(1;000)$.

\section{The general statement and its proof}

At an invariant momentum $\mathbf a$ the operator $\xi_{\mathbf a}=PV_{2\mathbf a}$ maps the occupied space to itself and squares to $PV_{2\mathbf a}PV_{2\mathbf a}=V_{2\mathbf a}^\dagger V_{2\mathbf a}=1$. Its eigenvalues are the parities of the Bloch states $\psi=e^{i\mathbf a\cdot\mathbf r}u$: $P\psi=\eta\psi$ reads $V_{2\mathbf a}^\dagger Pu=\eta u$, and $V_{2\mathbf a}^\dagger P=PV_{2\mathbf a}$. It commutes with $\Theta$ and with $T_{\mathbf a}=\xi_{\mathbf a}\Theta$, so even and odd states come in Kramers pairs. Let $n_\pm(\mathbf a)$ count the occupied even and odd pairs and let $\delta_{\mathbf a}=(-1)^{n_-(\mathbf a)}$.

\emph{Statement.} For independent electrons with $T^2=-1$, inversion symmetry and a direct gap at every $\mathbf k$,
\begin{equation}
(-1)^{\nu_0}=\prod_{\mathbf n}\delta_{\mathbf n},\qquad(-1)^{\nu_i}=\prod_{n_i=1}\delta_{\mathbf n}.
\label{eq:FK}
\end{equation}
Between two such insulators with the same inversion centre, $\nu_0$ differs by the number, mod $2$, of exchanges of an occupied Kramers pair with an empty pair of opposite parity at invariant momenta. Exchanges of equal parity do not count, and orbital character enters only through parity. Equation \eqref{eq:FK} is the Fu--Kane parity criterion.

\emph{First step: $\Delta S=0$.} Since $\Theta\Pi(\mathbf k)\Theta^{-1}=\Pi(\mathbf k)$, covariance shows that $\Theta$ commutes with every $L$, and it commutes with $V_{\mathbf G}$, so it commutes with $W(k_2)$ for all $k_2$. From $W\psi=\ell\psi$ follows $W\Theta\psi=\ell^*\Theta\psi$. The spectrum is symmetric under conjugation, and $\det W=e^{2\pi i\sum_jx_j}$ is real and of modulus one. The continuous function $\sum_jx_j$ is confined to multiples of $\tfrac12$ and is constant.

\emph{Second step: factorization.} Let $\mathbf a$ be the base point at $k_2=0$ or $\pi$, $\mathbf b=\mathbf a+\mathbf G/2$ the other invariant momentum on the loop, and $L=L_{\mathbf a\to\mathbf b}$. The operator $PV_{2\mathbf b}$ maps $\mathbf k\to2\mathbf b-\mathbf k$, hence the path $\mathbf b\to\mathbf a$ onto the path $\mathbf b\to\mathbf a+\mathbf G$, and it is its own inverse. Therefore
\begin{equation}
W=V_{\mathbf G}\,\big(PV_{2\mathbf b}\,L^\dagger\,PV_{2\mathbf b}\big)\,L
=PV_{2\mathbf b-\mathbf G}\;L^\dagger\xi_{\mathbf b}L=\xi\,\xi',
\end{equation}
with $V_{\mathbf G}P=PV_{\mathbf G}^\dagger$, $2\mathbf b-\mathbf G=2\mathbf a$, $\xi=\xi_{\mathbf a}$ and $\xi'=L^\dagger\xi_{\mathbf b}L$. Both $\xi$ and $\xi'$ are Hermitian on the occupied space at $\mathbf a$ and square to one; they have $2n_-(\mathbf a)$ and $2n_-(\mathbf b)$ eigenvalues $-1$.

\emph{Third step: $\Lambda=\delta_{\mathbf a}\delta_{\mathbf b}$.} Both $\xi W\xi$ and $\xi'W\xi'$ equal $\xi'\xi=W^{-1}$, so $\xi$ and $\xi'$ each map the eigenspace $\mathcal E_\ell$ of $W$ onto $\mathcal E_{\ell^*}$. Three kinds of invariant subspace occur. For complex $\ell$, let $\dim\mathcal E_\ell=\dim\mathcal E_{\ell^*}=2q$. These spaces contribute $\ell^q\ell^{*q}=1$ to $\Lambda$. On their sum $\xi$ and $\xi'$ exchange the two halves and are traceless, so each has $2q$ odd states, $4q$ together. On $\mathcal E_{+1}$, which contributes $1$ to $\Lambda$, $\xi\xi'=1$ gives $\xi'=\xi$; the common odd subspace is invariant under $T_{\mathbf a}$ and has even dimension $2r$, which gives $4r$ odd states together. On $\mathcal E_{-1}$, of dimension $2c$ and contributing $(-1)^c$, $\xi'=-\xi$, so the odd states of $\xi$ and of $\xi'$ fill the space once, $2c$ together. Adding up,
\begin{equation}
2n_-(\mathbf a)+2n_-(\mathbf b)=4\textstyle\sum q+4r+2c
\quad\Rightarrow\quad
\Lambda=(-1)^c=(-1)^{n_-(\mathbf a)+n_-(\mathbf b)}=\delta_{\mathbf a}\delta_{\mathbf b}.
\end{equation}

Inserting both results in \eqref{eq:nu}, $(-1)^\nu$ of a plane is the product of $\delta$ over its four invariant momenta. The plane $k_i=\pi$ gives $\nu_i$, and the planes $k_i=0$ and $\pi$ together contain all eight momenta, which gives $\nu_0$ and shows that it is the same for the three choices of $i$. An exchange of pairs changes $n_-$ by $\pm1$ if the parities differ and by $0$ if they agree, which completes the proof. At an invariant momentum $H$ commutes with $\xi$ and has no matrix element between states of opposite parity, so such an exchange is a true crossing; levels of equal parity may mix, and $\Delta$ is that mixing.

For $H_{\rm eq}$ every state is even, $\xi=\xi'=1$, $W=1$ at both ends as found above, and all $\delta=+1$. For $H_{\rm op}$, $H(\Gamma_{\mathbf n})=M\tau_z=MP$, the occupied pair has $\delta_{\mathbf n}=-\operatorname{sgn}M$, there are $8-N$ odd pairs, and $\nu_0=N$ mod $2$. Here orbital character is a faithful label of parity, because the two orbitals have opposite parities about the same centre and one pair is involved. The program asserts, for all ten models of this text, that indices from numerically computed parities equal those from counted crossings, that the centres are paired at the ends, and that the determinant around a small loop at a random $\mathbf k$ has zero phase, as the first step implies. It also asserts that adding the allowed odd term $C\sin(k_x+k_y+k_z)\,\tau_y$ with $C=0.5$ eV leaves the indices of the $N=1$ and $N=2$ models below unchanged.

With inversion symmetry and a direct gap at every $\mathbf k$, the $\mathbb Z_2$ indices follow from the parities of the occupied states at the invariant momenta, so exchanges of equal parity change nothing and $\nu_0$ counts exchanges of opposite parity mod $2$. It remains to see what this means for surface states, what an even number of opposite-parity exchanges can produce, and where the parity rule does not apply.
